# Maxwell-Boltzmann electrons beside an infinite wall: density and excluded thickness

## 1. The decision

A classical Monte Carlo calculation of a transistor channel moves point electrons in a potential. Before it starts, one must decide how close to the oxide these electrons may come. If they may touch it and the potential is flat, the density stays at its bulk value up to the interface. A quantum electron has a wave function that nearly vanishes at a high barrier, so its density must fall almost to zero there.

The choice is between leaving the wall where it is, moving it inward by a fixed distance, and adding a repulsive potential that shapes the density. At a fixed chemical potential, the size of the depleted layer, compared with the channel thickness, decides how much the correction changes the number of electrons. For a nondegenerate gas in a flat potential, both the profile and the thickness follow in closed form.

## 2. Model and conventions

Electrons fill the half-space $x>0$, with an infinite wall at $x=0$. They do not interact, their band is parabolic, and the potential is flat. The gas is in equilibrium with a distant bulk of density $n_0$, which fixes the chemical potential. It is nondegenerate, so a state of energy $E$ has an occupation proportional to $e^{-E/kT}$.

Rydberg atomic units suit the derivation: $\hbar=1$, $m_e=1/2$, lengths in bohr and energies in rydbergs. Let $\mu=m/m_e$ be the mass ratio for motion along the wall normal, and let $\tau$ be $kT$ in rydbergs. Since $m=\mu/2$, the kinetic energy is $k^2/(2m)=k^2/\mu$.

In an ellipsoidal valley the mass depends on direction. I assume that one principal axis lies along the normal. The kinetic energy then has no term mixing normal and in-plane motion, and the Boltzmann factor splits into a product. The in-plane sum is the same at every $x$, so the mass along the normal alone sets the shape of the profile.

## 3. The density

Put a second wall at a large distance $L$. The normalized states and their energies are

$$\psi_j=\sqrt{\frac2L}\,\sin k_jx,\qquad k_j=\frac{j\pi}{L},\qquad E_j=\frac{k_j^2}{\mu},\qquad j=1,2,\dots$$

Collect the spin factor, the in-plane sum and the fugacity in a constant $A$. Then

$$n(x)=A\sum_j\frac2L\sin^2(k_jx)\,e^{-k_j^2\ell^2},\qquad \ell=\frac1{\sqrt{\mu\tau}} .$$

The length $\ell$ appears because $E_j/\tau=k_j^2/(\mu\tau)$. Neighbouring wave numbers differ by $\pi/L$, so for $L\to\infty$ the sum becomes $(L/\pi)\int dk$. With $2\sin^2kx=1-\cos2kx$,

$$n(x)=\frac A\pi\int_0^\infty(1-\cos2kx)\,e^{-k^2\ell^2}dk .$$

The remaining integral is

$$J(x)=\int_0^\infty e^{-k^2\ell^2}\cos2kx\,dk .$$

Differentiate it, and use $2k\,e^{-k^2\ell^2}=-\ell^{-2}\,\frac{d}{dk}e^{-k^2\ell^2}$:

$$J'(x)=-\int_0^\infty2k\,e^{-k^2\ell^2}\sin2kx\,dk
=\frac1{\ell^2}\int_0^\infty\Big(\frac{d}{dk}e^{-k^2\ell^2}\Big)\sin2kx\,dk .$$

Integrate by parts. The boundary term vanishes at $k=0$ because of the sine, and at infinity because of the Gaussian. What remains is

$$J'(x)=-\frac{2x}{\ell^2}J(x),\qquad J(x)=J(0)\,e^{-x^2/\ell^2},\qquad J(0)=\frac{\sqrt\pi}{2\ell}.$$

Far from the wall $J$ vanishes, so the bulk density is $n_0=AJ(0)/\pi=A/(2\sqrt\pi\,\ell)$. Division by it gives

$$\boxed{\,n(x)=n_0\left[1-e^{-x^2/\ell^2}\right],\qquad \ell=\frac1{\sqrt{\mu\tau}}=\frac{\hbar}{\sqrt{2mkT}}\,}$$

The result is exact within the model of Section 2. As a test, the Hamiltonian was diagonalized on a grid of 1500 intervals in a box of 500 bohr, for $(\mu,\tau)=(0.2,0.002)$ and $(0.9,0.001)$. In the half of the box next to the wall, the thermal density built from these states differed from the formula by at most $1.0\times10^{-5}$ in $n/n_0$.

Close to the wall, $e^{-x^2/\ell^2}\approx1-x^2/\ell^2$, so $n\approx n_0x^2/\ell^2$. The square comes from wave functions that are linear in $x$. Far away, the density approaches the bulk as a Gaussian. Each wave number alone gives ripples, $\cos2kx$; the thermal spread of wave numbers averages them out.

The classical limit is not uniform. At fixed $x>0$, $\ell\to0$ as $\hbar\to0$ and $n\to n_0$. At $x=0$ the density is zero for every nonzero $\hbar$. Moreover, the correction has the form $e^{-c/\hbar^2}$ with $c=2mkTx^2$. All its derivatives with respect to $\hbar$ vanish at $\hbar=0$, so no expansion in powers of $\hbar$ at fixed $x$ can produce it.

## 4. The excluded thickness

Replace the smooth profile by a step: no electrons up to $x=d$, and density $n_0$ beyond. Equal numbers of missing electrons per area require

$$d=\int_0^\infty\left(1-\frac n{n_0}\right)dx=\int_0^\infty e^{-x^2/\ell^2}dx=\frac{\sqrt\pi}2\,\ell .$$

Inserting $\ell$ gives

$$\boxed{\,d=\frac12\sqrt{\frac{\pi}{\mu\tau}}=\frac\hbar2\sqrt{\frac{\pi}{2mkT}}=\frac\lambda4\,}$$

where $\lambda=2\sqrt\pi\,\ell$ is the thermal wavelength. Thus $d$ varies as $(mT)^{-1/2}$: light or cold electrons stay farther from the wall. The bulk density cancels, as it must in a nondegenerate gas. In the diagonalizations above, the integrated deficit agreed with this formula to a relative error of $5.3\times10^{-5}$ or better.

The step preserves a number of electrons, not the profile. At $x=d$ we have $x^2/\ell^2=\pi/4$, and the true density is $1-e^{-\pi/4}=0.544$ of the bulk value.

## 5. A second case: a film between two walls

In a film of width $L$, does each wall remove a layer $d$? Let the film share the chemical potential of the bulk. Integrating the density over the film gives $A\sum_je^{-E_j/\tau}$ electrons per area, because each state is normalized. Since $n_0=A/\lambda$, the film holds as many electrons as a bulk layer of width

$$L_{\rm eff}=\lambda\sum_{j=1}^\infty e^{-aj^2},\qquad a=\left(\frac{\pi\ell}{L}\right)^2 .$$

First extend the sum to all integers:

$$\sum_{j=1}^\infty e^{-aj^2}=\frac12\left(\sum_{j=-\infty}^\infty e^{-aj^2}-1\right).$$

The subtracted one is the term $j=0$, which is not a state of the film. Next, the function $\sum_je^{-a(u+j)^2}$ has period one in $u$. Its Fourier series at $u=0$ is the Poisson formula

$$\sum_{j=-\infty}^\infty e^{-aj^2}=\sum_{s=-\infty}^\infty\int_{-\infty}^\infty e^{-au^2}\cos(2\pi su)\,du
=\sqrt{\frac\pi a}\sum_{s=-\infty}^\infty e^{-\pi^2s^2/a}.$$

The integral is $2J$ from Section 3, with $\ell^2$ replaced by $a$ and $x$ by $\pi s$. Here $\sqrt{\pi/a}=L/(\sqrt\pi\,\ell)$ and $\pi^2/a=L^2/\ell^2$. Multiplication by $\lambda/2=\sqrt\pi\,\ell$ yields

$$L_{\rm eff}=L-2d+2L\sum_{s=1}^\infty e^{-s^2L^2/\ell^2}.$$

The two excluded layers come from the missing state $j=0$. The remaining terms, with $s\ne0$, are the difference between the sum over all integers and the corresponding integral, so they express the discreteness of the levels. They are positive, so $L-2d$ underestimates the capacity of a thin film. It can even become negative, while the sum over levels cannot.

## 6. Silicon beside its oxide

Take an n-type silicon channel with a (100) surface at 300 K, near flat band, with $n_0=10^{16}$ cm$^{-3}$. I use rough typical masses: 0.92 along the long axis of a valley and 0.19 across it. Two of the six valleys have the long axis along the normal; four have a short axis there. All six have equal bulk populations, because their bulk densities depend on the same product of three masses. The weights are therefore 1/3 and 2/3.

With $kT=0.02585$ eV, or $\tau=0.001900$, the four valleys of transverse normal mass have

$$d_t=\frac12\sqrt{\frac{\pi}{0.19\times0.001900}}=46.6\ \text{bohr}=2.47\ \text{nm}.$$

For the other two,

$$d_l=\frac12\sqrt{\frac{\pi}{0.92\times0.001900}}=21.2\ \text{bohr}=1.12\ \text{nm}.$$

The thickness for the whole density is the weighted mean,

$$\bar d=\frac{1.122+2\times2.468}{3}=2.02\ \text{nm}.$$

At $x=1$ nm the two classes reach 0.464 and 0.121 of their bulk densities, and the total is 0.235. The longitudinal class supplies $(0.464/3)/0.235$, or about 66%, of the electrons there, against one third in the bulk. The wall thus changes the valley mixture as well as the density, even without a field.

A single conductivity mass, 0.258, gives $d=2.12$ nm, about 5% above $\bar d$. The sign can be derived. That mass is defined by the mean of $1/\mu$, so it gives a thickness proportional to $\sqrt{\langle1/\mu\rangle}$. The correct mean is proportional to $\langle\mu^{-1/2}\rangle$, which cannot be larger, since the mean square of a quantity is at least the square of its mean.

With the masses held fixed, $\bar d$ falls from 2.47 nm at 200 K to 1.75 nm at 400 K, by the expected factor $\sqrt2$.

For a 10 nm film, the level sum and $L-2\bar d$ both give an effective width of 5.96 nm. A classical gas filling the whole film would hold 68% too many electrons at the same chemical potential and in the same flat potential. If the film is doped and no field enters at its walls, neutrality fixes the number of electrons instead. The correction then appears mainly as a lowering of their potential energy by about $kT\ln(10/5.96)=0.52\,kT$. For a 5 nm film, the two layers leave 0.96 nm, but the level sum gives 1.23 nm. The first term of the sum over $s$ explains the difference. For the transverse class it is

$$2\times5\ \text{nm}\times e^{-(5/2.785)^2}=0.40\ \text{nm},$$

and its weight of 2/3 makes this 0.27 nm. The longitudinal term is negligible. At 5 nm the shifted-wall rule is therefore 22% too low relative to the level sum. These film values assume infinite walls. With the finite oxide barrier of Section 8, the effective widths rise to about 6.6 nm for the 10 nm film and 1.7 nm for the 5 nm film. The numerical output gives the remaining profile and film values.

## 7. What to put into a classical simulation

A classical gas in a potential $V$ has density $n_0e^{-V/kT}$. Setting this equal to the quantum density gives

$$V_q(x)=-kT\ln\left(1-e^{-x^2/\ell^2}\right).$$

Its force points away from the wall:

$$-\frac{dV_q}{dx}=\frac{2kT\,x/\ell^2}{e^{x^2/\ell^2}-1}.$$

Near the wall the force tends to $2kT/x$; beyond a few $\ell$ it is negligible. At $x=d$ the potential is $0.61\,kT$.

Each valley class needs its own $\ell$. One common potential could reproduce the total density, but it would multiply all valley densities by the same factor and keep the bulk mixture up to the wall. That contradicts the 66% found above.

If the simulation needs the number of electrons per area, and the film is many $\ell$ wide, a wall shifted by $d$ suffices under the assumptions of Section 2. If it needs the local density, for instance to weight scattering near the interface, $V_q$ is the better choice, provided that the potential is nearly flat over a few $\ell$ and no second wall is that close. Simply added to a field of 0.5 MV/cm, $V_q$ places the silicon electrons of Section 6 only 0.74 nm farther out than a classical gas, whereas the quantum levels give 1.18 nm. Agreement in equilibrium density does not show that classical trajectories in $V_q$ give the right current or scattering rates.

## 8. Where the result changes

**Degeneracy.** With Fermi occupation, integrating over the in-plane energy replaces $e^{-k^2\ell^2}$ by $g(k)=\ln(1+ze^{-k^2\ell^2})$, where $z$ is the fugacity. The deficit is $\int g\cos2kx\,dk/\int g\,dk$. To find its area, integrate the cosine up to $X$ and substitute $v=2kX$:

$$\int_0^\infty g(k)\frac{\sin2kX}{2k}dk=\frac12\int_0^\infty g\!\left(\frac v{2X}\right)\frac{\sin v}{v}dv\;\longrightarrow\;\frac\pi4g(0)\quad(X\to\infty).$$

Define $F_{1/2}(z)=(2/\sqrt\pi)\int_0^\infty\ln(1+ze^{-q^2})dq$, which tends to $z$ for small $z$. Then $\int g\,dk=\sqrt\pi F_{1/2}/(2\ell)$ and

$$\frac{d_F}{d}=\frac{\ln(1+z)}{F_{1/2}(z)} .$$

The change is negligible at $10^{16}$ cm$^{-3}$. At $10^{19}$ cm$^{-3}$ the formula makes the thickness 5% smaller, but this holds only for a flat potential. In a neutral layer doped to that density the Debye length is 1.3 nm, shorter than $\bar d$. Space charge then bends the band by about $1.6\,kT$ at the wall and cuts the local depletion to about 0.8 nm, a far larger change than degeneracy makes.

**A field toward the wall.** Let the field add a potential energy $eFx$, and write $f=eF/kT$. For a weak field, the density is nearly $n_0e^{-fx}(1-e^{-x^2/\ell^2})$. Its integral is $1/f-d+O(f)$ and its first moment is $1/f^2+O(1)$. The mean distance from the wall is therefore

$$\langle x\rangle=\frac{1/f^2+O(1)}{1/f-d+O(f)}=\frac1f+d+O(f).$$

The quantum gas sits farther out than the classical one by $d$, which gives the thickness a second meaning. At finite field I use the levels of the triangular well, with Boltzmann populations in all six valleys. The shift is 1.99 nm at 0.01 MV/cm, 1.77 nm at 0.1 MV/cm and 1.18 nm at 0.5 MV/cm. The flat-potential value of 2.02 nm exceeds the last of these by 72%. A natural scale is the field at which the energy drop across $\bar d$ equals $kT$, here 0.13 MV/cm; the shift there is about 15% below its flat-potential value.

**A finite barrier.** Let the wave be $\sin(kx+\varphi)$ in silicon and decay into the oxide as $e^{\kappa x}$, $x<0$. Continuity of $\psi$ and of $\psi'$ divided by the mass gives

$$\frac km\cot\varphi=\frac\kappa{m_{\rm ox}},\qquad \tan\varphi=k\delta,\qquad \delta=\frac{m_{\rm ox}}{m\kappa}.$$

For small $k\delta$ the wave is $\sin k(x+\delta)$: the effective wall lies a distance $\delta$ inside the oxide. The deficit in silicon falls from $d$ to about $d-\delta$. With a 3 eV barrier and an oxide mass of 0.5, both rough, the computed mean reduction is 0.31 nm, or 15% of $\bar d$.

**Space charge.** The donors near the wall are no longer neutralized. Let $u=e\phi/kT$, with $\phi$ the electrostatic potential, and let $h(x)$ be the valley-averaged deficit. For small $u$ and slow variation over $\ell$, Poisson's equation is

$$u''=\frac1{L_D^2}\left(\frac n{n_0}-1\right)\approx\frac{u-h}{L_D^2},$$

where $L_D$ is the Debye length. Take zero field at the surface, multiply by $e^{-x/L_D}$ and integrate the left side by parts twice. The terms containing $u$ under the integral cancel, leaving

$$u(0)=\frac1{L_D}\int_0^\infty h\,e^{-x/L_D}dx\approx\frac{\bar d}{L_D}.$$

Here $L_D=41$ nm, so the estimate is 0.049; the nonlinear solution also gives 0.049. The potential is weak, but it has a definite effect on the count. Integrating Poisson's equation once shows that the net electron deficit is zero when the field vanishes at both ends. The electrons missing near the wall reappear as a shallow excess, about 4% of $n_0$ at its largest, spread over the Debye length. In this case $\bar d$ describes the local depletion, to within about 10%, and not a net loss.

**Image repulsion.** The oxide has the lower permittivity, so an electron in silicon is repelled by its image. For a thick oxide the energy is

$$W=\frac{e^2}{4\pi\varepsilon_0}\,\frac{\varepsilon_s-\varepsilon_o}{\varepsilon_s+\varepsilon_o}\,\frac1{4\varepsilon_sx}.$$

To first order, the extra thickness is $\int(n/n_0)(W/kT)dx$. The $1/x$ tail makes this integral diverge logarithmically, so screening must be included. With rough permittivities of 12 and 4 and an assumed factor $e^{-2x/L_D}$, diagonalization gives an extra thickness of about 1 nm, roughly half of $\bar d$. Much of it comes from the long tail of the repulsion, several nanometres and more from the wall, and therefore depends on the screening length. The screening factor is a simple model, so this number is a size rather than a correction to be added.

## 9. Beside a real channel

The masses, barrier and permittivities used here are rough typical values for silicon and its oxide, and the doping is that of a lightly doped layer. The flat potential is the assumption that a working inversion channel breaks most clearly: its field is roughly some tenths of a MV/cm up to about 1 MV/cm. At 0.5 MV/cm the model's shift is already 1.2 nm instead of 2.0 nm, and the quantum levels of the well should be used. If the channel electrons themselves terminate such a field, their sheet density is about $3\times10^{12}$ cm$^{-2}$ and the gas is no longer nondegenerate. The levels then need Fermi occupation and a self-consistent potential, so the 1.2 nm shows the trend rather than a device value. Near flat band, space charge can cancel the net loss of electrons, as Section 8 shows. Among the effects sized there that change the local depletion near flat band, the largest in total is image repulsion, which acts against barrier penetration. About half of it comes from beyond 5 nm, and its part within 3 nm of the wall, about 0.36 nm to first order, is comparable with the 0.31 nm from penetration. Its first-order total runs from about 0.6 nm at $10^{17}$ cm$^{-3}$ to 1.8 nm at $10^{15}$ cm$^{-3}$. Nonparabolicity is minor by comparison: with a rough coefficient of 0.5 per eV, whose product with $kT$ is 0.013, $\bar d$ falls by about 2%, and the effective width of a 5 nm film rises by about 6%. The value of 2.0 nm is thus the wave-mechanical part of the depletion in an ideal model, not a prediction of the measured thickness at an interface.

## Values computed for the example and the checks

```
largest error of n/n0, diagonalization: 1.0e-05
largest relative error of d: 5.3e-05
temperature: 300 K; kT: 0.02585 eV
kT in Rydberg units: 0.001900 Ry
bulk density n0: 1.0e+16 cm^-3
longitudinal mass along normal: 0.92 m_e
  ell: 1.266 nm; thermal wavelength: 4.487 nm
  excluded thickness d: 1.122 nm = 21.20 bohr
transverse mass along normal: 0.19 m_e
  ell: 2.785 nm; thermal wavelength: 9.873 nm
  excluded thickness d: 2.468 nm = 46.64 bohr
valley-mean excluded thickness: 2.019 nm
n/n0 at x: longitudinal, transverse, all valleys
  0.5 nm: 0.1445, 0.0317, 0.0693
  1.0 nm: 0.4643, 0.1210, 0.2354
  2.0 nm: 0.9177, 0.4029, 0.5745
  3.0 nm: 0.9964, 0.6866, 0.7899
  5.0 nm: 1.0000, 0.9602, 0.9734
n/n0 at x=d, one valley: 0.5441
V_q/kT at x=d, one valley: 0.6087
d at temperature: longitudinal, transverse, mean
  200 K: 1.374, 3.023, 2.473 nm
  300 K: 1.122, 2.468, 2.019 nm
  400 K: 0.971, 2.138, 1.749 nm
film width: effective width by level sum, by L-2d
  20 nm: 15.961, 15.961 nm
  10 nm: 5.961, 5.961 nm
  5 nm: 1.227, 0.961 nm
effective density of states Nc: 2.74e+19 cm^-3
Fermi factor d_F/d at 1e+16 cm^-3: 0.99995
Fermi factor d_F/d at 1e+19 cm^-3: 0.95112
field with drop kT over mean d: 0.128 MV/cm
centroid shift at 0.001 MV/cm: 2.017 nm
field: quantum centroid, classical centroid, shift
  0.01 MV/cm: 27.845, 25.852, 1.993 nm
  0.10 MV/cm: 4.359, 2.585, 1.774 nm
  0.50 MV/cm: 1.692, 0.517, 1.175 nm
oxide barrier: 3.0 eV; oxide mass: 0.5 m_e
wall recession, longitudinal: 0.087 nm
wall recession, transverse: 0.416 nm
valley-mean wall recession: 0.306 nm
permittivities Si, SiO2: 12, 4
Debye length: 41.41 nm; d/L_D: 0.0488
self-consistent surface potential: 0.0491 kT/e
largest pile-up n/n0-1: 0.0427
screened image energy at mean d: 0.261 kT
image extra thickness, longitudinal: 1.355 nm
image extra thickness, transverse: 1.013 nm
valley-mean image extra: 1.127 nm
nonparabolicity: 0.5 /eV; times kT: 0.0129
conductivity mass: 0.2583 m_e; its d: 2.117 nm
```
